# Self-Correlation of the Hydrogen Atom in Long-Range Direct RPA: test program

```python
"""Long-range direct RPA (dRPA) correlates the hydrogen atom with itself.

Result under test: with w(r) = (e^2/4 pi eps0) erf(mu r)/r and one electron,
the dRPA correlation energy E(mu) is negative for every mu > 0 (exact: zero),
and E(mu) -> -(4/(9 pi)) C6 mu^6 for small mu, C6 being the London
coefficient of two hydrogen atoms.
Symbols: D = orbital-energy differences, K_ab = (0a|w|0b), 0 = 1s orbital,
L = angular momentum of the virtual orbital, M_a(k) = radial transition
amplitude.  Reference "local": hydrogenic virtual orbitals.  Reference "lrHF":
virtual orbitals also feel long-range Hartree minus exchange.
Internal work is in atomic units; printed energies are in zJ = 1e-21 J.
"""
import numpy as np
from scipy import constants as const
from scipy.special import (erf, eval_genlaguerre, gammaln, spherical_jn, zeta)
from pyscf import gto, ao2mo, scf

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
ZJ = HARTREE / 1e-21
EV = HARTREE / const.e
L_MAX, N_RADIAL = 10, 20

# quadratures: radius r, wave number k, imaginary frequency
x, wx = np.polynomial.legendre.leggauss(800)
u = 0.5 * (x + 1)
r, wr = 80 * u**2, 80 * u * wx
x, wx = np.polynomial.legendre.leggauss(160)
t = 0.5 * (x + 1)
k, wk = 40 * t**3, 60 * t**2 * wx
x, wx = np.polynomial.legendre.leggauss(60)
freq, wfreq = (1 + x) / (1 - x), 2 * wx / (1 - x)**2
orbital_1s = 2 * np.exp(-r)
bessel = [spherical_jn(L, np.outer(k, r)) for L in range(L_MAX + 1)]


def channel(L, n_radial):
    """Hydrogen pseudostates of angular momentum L and their amplitudes."""
    lam, a = 1 + L / 4, 2 * L + 2
    R, dR = [], []
    for n in range(n_radial):
        log_norm = 0.5 * ((2*L + 3) * np.log(2*lam)
                          + gammaln(n + 1) - gammaln(n + a + 1))
        front = np.exp(log_norm - lam * r) * r**L
        poly = eval_genlaguerre(n, a, 2 * lam * r)
        slope = eval_genlaguerre(n - 1, a + 1, 2*lam*r) if n else 0 * r
        R.append(front * poly)
        dR.append(front * ((L / r - lam) * poly - 2 * lam * slope))
    R, dR = np.array(R).T, np.array(dR).T
    h = 0.5 * dR.T @ ((wr * r**2)[:, None] * dR)
    h += R.T @ ((wr * (0.5 * L * (L + 1) - r))[:, None] * R)
    overlap = R.T @ ((wr * r**2)[:, None] * R)
    assert np.allclose(overlap, np.eye(n_radial), atol=1e-8)
    energies, vectors = np.linalg.eigh(0.5 * (h + h.T))
    R = R @ vectors
    M = bessel[L] @ ((wr * r**2 * orbital_1s)[:, None] * R)
    return energies, R, M


def hartree_potential(mu):
    """Potential of the 1s density with the long-range interaction."""
    if np.isinf(mu):
        return 1 / r - np.exp(-2 * r) * (1 + 1 / r)

    def primitive(s):
        return s * erf(mu*s) + np.exp(-(mu*s)**2) / (mu * np.sqrt(np.pi))
    shell = primitive(r[:, None] + r) - primitive(abs(r[:, None] - r))
    return 2 / r * (shell @ (wr * r * np.exp(-2 * r)))


def ring_energy(D, K):
    """dRPA correlation energy from the imaginary-frequency integral."""
    d, U = np.linalg.eigh(D)
    assert d[0] > 0
    K = U.T @ K @ U
    s = np.sqrt(2 * d / (d**2 + freq[:, None]**2))
    eig = np.linalg.eigvalsh(s[:, :, None] * K * s[:, None, :])
    return wfreq @ (np.log1p(eig) - eig).sum(axis=1) / (2 * np.pi)


def drpa_by_channel(mu, reference, channels):
    """Contributions of L = 0, 1, ... including the weight 2L+1."""
    damping = np.exp(-k**2 / (4 * mu**2))
    potential = hartree_potential(mu) if reference == "lrHF" else None
    parts = []
    for L, (energies, R, M) in enumerate(channels):
        first = 1 if L == 0 else 0
        R, M = R[:, first:], M[:, first:]
        K = 2 / np.pi * M.T @ ((wk * damping)[:, None] * M)
        D = np.diag(energies[first:] + 0.5)
        if reference == "lrHF":
            D = D + R.T @ ((wr * r**2 * potential)[:, None] * R) - K
        parts.append((2 * L + 1) * ring_energy(0.5 * (D + D.T), K))
    return np.array(parts)


def with_tail(parts):
    """Add the partial-wave tail ~ (L+1/2)^-4 of the Coulomb interaction."""
    last = len(parts) - 1
    return parts.sum() + parts[-1] * (last + 0.5)**4 * zeta(4, last + 1.5)


channels = [channel(L, N_RADIAL) for L in range(L_MAX + 1)]
ground = channels[0][0][0]
assert abs(ground + 0.5) < 1e-9

# long-range Hartree integral of 1s: momentum space against real space
hartree_check = {}
for mu in (0.5, np.inf):
    in_k = 2/np.pi * np.sum(wk * np.exp(-k**2/(4*mu**2)) * channels[0][2][:, 0]**2)
    in_r = np.sum(wr * r**2 * orbital_1s**2 * hartree_potential(mu))
    assert abs(in_k - in_r) < 1e-6
    hartree_check[mu] = in_r
assert abs(hartree_check[np.inf] - 5 / 8) < 1e-6

# polarizability and London coefficient from dipole sums
gap_p, R_p, _ = channels[1]
gap_p = gap_p + 0.5
z2 = ((wr * r**3 * orbital_1s) @ R_p)**2 / 3
polarizability = 2 * np.sum(z2 / gap_p)
assert abs(polarizability - 4.5) < 1e-6
C6 = 6 * np.sum(np.outer(z2, z2) / (gap_p[:, None] + gap_p))


def small_mu_law(mu):
    return -4 / (9 * np.pi) * C6 * mu**6


# small-mu law: limit one, correction of order mu^2 (local) or mu (lrHF)
law_ratio = {}
for reference, low, high in (("local", 3.5, 4.5), ("lrHF", 1.8, 2.4)):
    ratios = [drpa_by_channel(m, reference, channels).sum() / small_mu_law(m)
              for m in (0.01, 0.02)]
    law_ratio[reference] = ratios
    assert abs(ratios[0] - 1) < 0.04
    assert low < (1 - ratios[1]) / (1 - ratios[0]) < high

# the scan over mu
mu_values = [0.1, 0.2, 0.3, 0.5, 0.7, 1.0, 2.0]
energy, parts_half, full_parts = {}, {}, {}
for reference in ("local", "lrHF"):
    for mu in mu_values:
        parts = drpa_by_channel(mu, reference, channels)
        assert abs(parts[-1]) < 1e-3 * abs(parts.sum())
        energy[reference, mu] = parts.sum()
        if mu == 0.5:
            parts_half[reference] = parts
    full_parts[reference] = drpa_by_channel(np.inf, reference, channels)
    full = with_tail(full_parts[reference])
    assert abs(with_tail(full_parts[reference][:8]) / full - 1) < 3e-3
    energy[reference, np.inf] = full
assert max(energy.values()) < 0
local_curve = [energy["local", m] for m in mu_values + [np.inf]]
assert np.all(np.diff(local_curve) < 0)

# convergence with the radial basis
smaller = [channel(L, 16) for L in range(L_MAX + 1)]
for reference in ("local", "lrHF"):
    test = drpa_by_channel(0.5, reference, smaller).sum()
    assert abs(test / energy[reference, 0.5] - 1) < 1e-3
    test = with_tail(drpa_by_channel(np.inf, reference, smaller))
    assert abs(test / energy[reference, np.inf] - 1) < 3e-3

# independent road: Gaussian basis (s, p, d), plasmon formula
shells = [[0, [0.03 * 2.3**i, 1]] for i in range(14)]
shells += [[1, [0.05 * 2.3**i, 1]] for i in range(9)]
shells += [[2, [0.08 * 2.4**i, 1]] for i in range(7)]
mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
s_val, s_vec = np.linalg.eigh(S)
ortho = s_vec / np.sqrt(s_val)
gauss_energy = {}
for mu, omega in ((0.5, 0.5), (np.inf, 0.0)):
    with mol.with_range_coulomb(omega):
        eri = mol.intor("int2e", aosym="s8")
    e_core, C_core = np.linalg.eigh(ortho.T @ h_core @ ortho)
    C_core = ortho @ C_core
    density = np.outer(C_core[:, 0], C_core[:, 0])
    vj, vk = scf.hf.dot_eri_dm(eri, density, hermi=1)
    for reference in ("local", "lrHF"):
        F = h_core + (vj - vk if reference == "lrHF" else 0)
        e_mo, C = np.linalg.eigh(ortho.T @ F @ ortho)
        C = ortho @ C
        occ, vir = C[:, :1], C[:, 1:]
        K = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
        d = e_mo[1:] - e_mo[0]
        root = np.sqrt(d)
        omega2 = np.diag(d**2) + 2 * root[:, None] * K * root
        plasmon = np.sqrt(np.linalg.eigvalsh(omega2))
        value = 0.5 * (plasmon.sum() - d.sum() - np.trace(K))
        source = parts_half if mu == 0.5 else full_parts
        radial = source[reference][:3].sum()
        assert abs(value / radial - 1) < 0.01, (mu, reference, value, radial)
        gauss_energy[mu, reference] = (value, radial)

# printed results
print(f"Bohr radius a0 = {BOHR*1e9:.6f} nm")
print(f"Hydrogen 1s energy = {ground*ZJ:.2f} zJ")
print("Exact long-range correlation energy of one electron: zero by definition")
print(f"Static polarizability / (4 pi eps0 a0^3) = {polarizability:.6f}")
print(f"C6 / (Hartree energy * a0^6) = {C6:.5f} (dimensionless)")
print(f"C6 = {C6*HARTREE*BOHR**6:.4e} J m^6")
print(f"Equivalent distance times mu = {(9*np.pi/4)**(1/6):.4f} (dimensionless)")
print("Ratio E(mu)/(mu^6 law) at mu*a0 = 0.01 and 0.02:")
for reference in ("local", "lrHF"):
    print(f"  {reference:5s}: {law_ratio[reference][0]:.5f}"
          f"  {law_ratio[reference][1]:.5f}")
print("Long-range dRPA correlation energy of the hydrogen atom")
print("mu*a0   mu (nm^-1)   E local (zJ)   E lrHF (zJ)   mu^6 law (zJ)")
for mu in mu_values:
    print(f"{mu:5.2f}  {mu/(BOHR*1e9):9.3f}  {energy['local', mu]*ZJ:13.4g}"
          f"  {energy['lrHF', mu]*ZJ:13.4g}  {small_mu_law(mu)*ZJ:13.4g}")
print(f"full Coulomb      {energy['local', np.inf]*ZJ:13.4g}"
      f"  {energy['lrHF', np.inf]*ZJ:13.4g}")
for reference in ("local", "lrHF"):
    half, full = energy[reference, 0.5], energy[reference, np.inf]
    print(f"Reference {reference}:")
    print(f"  E at mu*a0 = 0.5: {half*EV:.4f} eV; full Coulomb: {full*EV:.3f} eV")
    print(f"  surviving fraction at mu*a0 = 0.5: {100*half/full:.1f} %")
    share = parts_half[reference][1] / half
    print(f"  share of dipole channel L=1 at mu*a0 = 0.5: {100*share:.1f} %")
print("Gaussian plasmon check, L <= 2 (zJ): Gaussian, radial")
for (mu, reference), (value, radial) in gauss_energy.items():
    name = "full Coulomb" if np.isinf(mu) else f"mu*a0 = {mu}"
    print(f"  {name}, {reference}: {value*ZJ:.3f}, {radial*ZJ:.3f}")
print("all tests passed")
```

Running it gives:

```
Bohr radius a0 = 0.052918 nm
Hydrogen 1s energy = -2179.87 zJ
Exact long-range correlation energy of one electron: zero by definition
Static polarizability / (4 pi eps0 a0^3) = 4.500000
C6 / (Hartree energy * a0^6) = 6.49903 (dimensionless)
C6 = 6.2218e-79 J m^6
Equivalent distance times mu = 1.3853 (dimensionless)
Ratio E(mu)/(mu^6 law) at mu*a0 = 0.01 and 0.02:
  local: 0.99796  0.99189
  lrHF : 0.97300  0.94362
Long-range dRPA correlation energy of the hydrogen atom
mu*a0   mu (nm^-1)   E local (zJ)   E lrHF (zJ)   mu^6 law (zJ)
 0.10      1.890      -0.003307      -0.002669      -0.004008
 0.20      3.779        -0.1323       -0.09397        -0.2565
 0.30      5.669        -0.8398        -0.5594         -2.922
 0.50      9.449         -5.415         -3.468         -62.63
 0.70     13.228         -13.52         -8.682         -471.6
 1.00     18.897         -27.48         -17.98          -4008
 2.00     37.795         -59.42         -40.65     -2.565e+05
full Coulomb             -90.71          -64.9
Reference local:
  E at mu*a0 = 0.5: -0.0338 eV; full Coulomb: -0.566 eV
  surviving fraction at mu*a0 = 0.5: 6.0 %
  share of dipole channel L=1 at mu*a0 = 0.5: 85.8 %
Reference lrHF:
  E at mu*a0 = 0.5: -0.0216 eV; full Coulomb: -0.405 eV
  surviving fraction at mu*a0 = 0.5: 5.3 %
  share of dipole channel L=1 at mu*a0 = 0.5: 85.4 %
Gaussian plasmon check, L <= 2 (zJ): Gaussian, radial
  mu*a0 = 0.5, local: -5.407, -5.408
  mu*a0 = 0.5, lrHF: -3.462, -3.463
  full Coulomb, local: -86.561, -86.583
  full Coulomb, lrHF: -61.166, -61.185
all tests passed
```
